# Change of Delta per nanometre of oxide on silicon

## Problem

A silicon surface in air carries a thin, transparent oxide film of thickness \(d\). An ellipsometer works at the wavelength \(\lambda=633\) nm and the angle of incidence \(\varphi=70^\circ\). It measures

\[
\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},
\]

where \(r_p\) and \(r_s\) are the reflection amplitudes for light polarized in the plane of incidence and perpendicular to it.

1. Find the change of \(\Delta\) to first order in \(d\).
2. Estimate this change per nanometre of oxide.
3. Determine how far the linear law can be used, and how strongly the estimate depends on the refractive indices and on the angle.

Take the rough values \(n_1=1.5\) for the oxide and \(N_2=3.9-0.02i\) for silicon. They suffice for an estimate, not for precision work.

## Solution

### Model and conventions

The layers are homogeneous, isotropic and nonmagnetic, with flat, sharp, parallel interfaces. The oxide keeps its bulk-like index however thin it is, which is itself a model for a film of about a nanometre.

The time factor is \(e^{+i\omega t}\), so an absorbing medium has the index \(N=n-i\kappa\). Let \(\varepsilon=N^2\) and \(k=2\pi/\lambda\), with the subscripts 0, 1, 2 for air, film and silicon, and \(\varepsilon_0=1\). (The vacuum permittivity is not needed below.) Abbreviate

\[
c=\cos\varphi,\qquad S=\sin^2\varphi,\qquad c^2+S=1 .
\]

The \(z\) axis points into the sample and the film fills \(0<z<d\). Along the surface, all fields vary as \(e^{-ik\sin\varphi\,x}\) in every layer, because the fields must match at all \(x\). The wave vector therefore has the normal component \(kq_j\), with

\[
q_j=\sqrt{\varepsilon_j-S},\qquad q_0=c .
\]

Let \(F\) be the tangential field \(E_y\) for s polarization and \(H_y\) for p polarization. Let \(G\) be the other continuous tangential field, scaled so that a wave travelling towards \(+z\) has \(G=wF\). Maxwell's equations give

\[
w_j=q_j\ \text{(s)},\qquad w_j=q_j/\varepsilon_j\ \text{(p)} .
\]

A wave travelling towards \(-z\) has \(G=-wF\). Thus \(r_s\) is a ratio of electric amplitudes and \(r_p\) a ratio of magnetic amplitudes. With this choice \(r_p=-r_s\) at normal incidence on a bare surface. The opposite time convention would reverse the sign of \(d\Delta/dd\), but not its size.

### Effect of a thin film on one reflection amplitude

A forward wave \(F\propto e^{-ikqz}\) obeys \(F'=-ikqF=-ik(q/w)G\) and \(G'=-ikqG=-ikqwF\). A backward wave, with both signs reversed, obeys the same two equations. Hence for any field in the film

\[
F'=-ik\frac{q_1}{w_1}G,\qquad G'=-ikq_1w_1F .
\]

Below the film there is only a forward wave, so \(G(d)=w_2F(d)\). A step back from \(z=d\) to \(z=0\), to first order in \(d\), gives

\[
F(0)=F(d)\left[1+ikd\frac{q_1}{w_1}w_2\right],\qquad
G(0)=F(d)\left[w_2+ikd\,q_1w_1\right].
\]

Their ratio is the surface admittance \(Y=G(0)/F(0)\). Expanding the denominator to first order,

\[
Y=w_2+ikd\left(q_1w_1-\frac{q_1}{w_1}w_2^2\right)
=w_2+ikd\,\frac{q_1}{w_1}\,(w_1^2-w_2^2).
\]

In air the incident and reflected waves add to \(F=1+r\) and \(G=w_0(1-r)\). Setting \(G/F=Y\) and solving for \(r\),

\[
r=\frac{w_0-Y}{w_0+Y},\qquad
\frac{d\ln r}{dY}=-\frac{1}{w_0-Y}-\frac{1}{w_0+Y}=-\frac{2w_0}{w_0^2-Y^2}.
\]

Evaluating the derivative at \(Y=w_2\) and multiplying by the change of \(Y\),

\[
\delta\ln r=-2ikd\,A,\qquad
A=w_0\,\frac{q_1}{w_1}\,\frac{w_1^2-w_2^2}{w_0^2-w_2^2}.
\]

The step through the film requires \(kd|q_1|\ll1\), and the expansion of the denominator requires \(kd|q_1w_2/w_1|\ll1\). For large indices these conditions are stricter than \(kd\ll1\). The change of \(\ln r\) must also be small, \(2kd|A|\ll1\), which matters when the bare reflection amplitude is small.

### The two polarizations

For s polarization \(w_0=c\) and \(q_1/w_1=1\). The terms in \(S\) cancel in both differences, \(w_1^2-w_2^2=\varepsilon_1-\varepsilon_2\) and \(w_0^2-w_2^2=1-\varepsilon_2\), so

\[
A_s=c\,\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2-1}.
\]

For p polarization \(w_0=c\), \(q_1/w_1=\varepsilon_1\) and \(w_j^2=(\varepsilon_j-S)/\varepsilon_j^2\). The first difference is

\[
w_1^2-w_2^2=\frac{\varepsilon_2^2(\varepsilon_1-S)-\varepsilon_1^2(\varepsilon_2-S)}{\varepsilon_1^2\varepsilon_2^2}
=\frac{(\varepsilon_2-\varepsilon_1)\left[\varepsilon_1\varepsilon_2-S(\varepsilon_1+\varepsilon_2)\right]}{\varepsilon_1^2\varepsilon_2^2}.
\]

In the second difference, the term \(\varepsilon_2\) is written as \((c^2+S)\varepsilon_2\) so that the numerator factorizes:

\[
w_0^2-w_2^2=\frac{c^2\varepsilon_2^2-\varepsilon_2+S}{\varepsilon_2^2}
=\frac{c^2\varepsilon_2(\varepsilon_2-1)-S(\varepsilon_2-1)}{\varepsilon_2^2}
=\frac{(\varepsilon_2-1)D}{\varepsilon_2^2},
\]

with \(D=\varepsilon_2c^2-S\). Inserting both differences,

\[
A_p=c\,\frac{(\varepsilon_2-\varepsilon_1)\left[\varepsilon_1\varepsilon_2-S(\varepsilon_1+\varepsilon_2)\right]}{\varepsilon_1(\varepsilon_2-1)D}.
\]

### The change of Delta

Since \(\ln\rho=\ln r_p-\ln r_s\), the change is \(\delta\ln\rho=-2ikdK\) with \(K=A_p-A_s\). Over the common denominator \(\varepsilon_1D\),

\[
K=c\,\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2-1}\;
\frac{\varepsilon_1\varepsilon_2-S\varepsilon_1-S\varepsilon_2-\varepsilon_1(\varepsilon_2c^2-S)}{\varepsilon_1D}.
\]

The terms \(\mp S\varepsilon_1\) cancel. What remains is \(\varepsilon_1\varepsilon_2(1-c^2)-S\varepsilon_2=S\varepsilon_2(\varepsilon_1-1)\), so

\[
K=\cos\varphi\,\sin^2\varphi\;
\frac{\varepsilon_2(\varepsilon_2-\varepsilon_1)(\varepsilon_1-1)}
{\varepsilon_1(\varepsilon_2-1)(\varepsilon_2\cos^2\varphi-\sin^2\varphi)} .
\]

Because \(\ln\rho=\ln\tan\Psi+i\Delta\) and \(2k=4\pi/\lambda\), the imaginary and real parts give

\[
\frac{d\Delta}{dd}=-\frac{4\pi}{\lambda}\,\mathrm{Re}\,K,\qquad
\frac{d\ln\tan\Psi}{dd}=\frac{4\pi}{\lambda}\,\mathrm{Im}\,K .
\]

The first result is in radians per unit length. Two limits can be read off. \(K\) vanishes for \(\varepsilon_1=1\), when the film is just more air, and for \(\varepsilon_1=\varepsilon_2\), when it is just more substrate. If all indices are real, \(K\) is real and \(\Psi\) has no first-order change.

The formulas for \(A_p\), \(A_s\) and \(K\) were tested against numerical solutions of the full boundary-matching equations, for five combinations of indices and angle, two of them with strong absorption. The largest relative difference was \(2.2\times10^{-9}\).

### Numbers

The squared indices are \(\varepsilon_1=2.25\) and \(\varepsilon_2=15.21-0.156i\). At \(70^\circ\), \(\cos\varphi=0.3420\), \(\sin^2\varphi=0.8830\) and \(\mathrm{Re}\,D=0.896\). The small imaginary parts may be dropped in the estimate:

\[
\mathrm{Re}\,K\approx0.3420\times0.8830\times
\frac{15.21\times12.96\times1.25}{2.25\times14.21\times0.896}\approx2.597 .
\]

In degrees, \(4\pi/\lambda=720^\circ/(633\ \text{nm})=1.137^\circ\)/nm. Therefore

\[
\frac{d\Delta}{dd}\approx-1.137\times2.597\approx-2.95^\circ/\text{nm},
\]

or about \(-3^\circ\) per nanometre. Setting \(\kappa=0\) leaves the slope unchanged at the printed precision. The reason is that \(K\) is a rational function of \(\varepsilon_2\) with real coefficients, so a small imaginary part of \(N_2\) enters \(\mathrm{Re}\,K\) only in second order. Small means here above all \(|\mathrm{Im}\,D|\ll|\mathrm{Re}\,D|\); the ratio is about 0.02 at \(70^\circ\). Close to the angle where \(\mathrm{Re}\,D\) vanishes, the same absorption changes the slope strongly.

### Why the change is so large

The phase of \(r_p\) falls by \(3.31^\circ\)/nm and that of \(r_s\) by only \(0.355^\circ\)/nm. The difference is the slope of \(\Delta\). To see where the ratio of about 9 comes from, consider the added amplitudes \(|\delta r|\approx|r|\,|\delta\ln r|\). With the bare values \(|r_p|=0.158\) and \(|r_s|=0.834\), and the phase changes for 1 nm in radians,

\[
|\delta r_p|\approx0.158\times0.0577\approx0.0091,\qquad
|\delta r_s|\approx0.834\times0.0062\approx0.0052 .
\]

The film thus adds amplitudes of similar size to both polarizations. They are nearly in quadrature with the bare amplitudes, so they mainly turn the phase, and the small \(r_p\) is turned much further than the large \(r_s\).

The smallness of \(r_p\) appears in the formula through \(D\). For the bare surface

\[
r_p=\frac{w_0-w_2}{w_0+w_2}=\frac{w_0^2-w_2^2}{(w_0+w_2)^2}=\frac{(\varepsilon_2-1)D}{\varepsilon_2^2(w_0+w_2)^2} ,
\]

and \(D\) stands in the denominator of \(K\). Without absorption, \(D=0\) at \(\tan^2\varphi=\varepsilon_2\), which is \(\varphi=75.62^\circ\) here.

A substrate of very large index gives a useful contrast. If \(|\varepsilon_2|\gg\varepsilon_1\) and \(|\varepsilon_2|\cos^2\varphi\gg\sin^2\varphi\), then

\[
K\to\frac{\sin^2\varphi}{\cos\varphi}\left(1-\frac1{\varepsilon_1}\right).
\]

At \(70^\circ\) this is \(1.43\), or a slope of \(-1.6^\circ\)/nm. Silicon does not satisfy the second condition, since \(\varepsilon_2\cos^2\varphi\approx1.78\) is only twice \(\sin^2\varphi\). The partial cancellation in \(D\) raises the slope to nearly \(-3^\circ\)/nm.

### How far the linear law holds

The table compares the full film solution with the straight line that starts at the bare-surface value of \(\Delta\).

| \(d\) (nm) | \(\Psi\) (deg) | \(\Delta\), full (deg) | \(\Delta\), linear (deg) |
|---:|---:|---:|---:|
| 0 | 10.70 | 179.20 | 179.20 |
| 1 | 10.72 | 176.25 | 176.25 |
| 2 | 10.75 | 173.32 | 173.30 |
| 5 | 10.96 | 164.66 | 164.44 |
| 10 | 11.66 | 151.19 | 149.67 |

Relative to the full change of \(\Delta\), the linear law is too large by about 0.1% at 1 nm, 1.5% at 5 nm and 5% at 10 nm. The expansion parameter \(2kd|A_p|\) is about 0.06 at 1 nm but 0.6 at 10 nm, where it is no longer small.

The good linearity at small \(d\) has a further reason. For real indices and real \(q_j\), complex conjugation of the film equations is equivalent to replacing \(d\) by \(-d\), so \(r(-d)=r(d)^*\). The change of \(\Delta\) is then odd in \(d\) and has no quadratic term. The weak absorption of silicon restores only a small one.

By the same argument \(\ln\tan\Psi\) is even in \(d\) without absorption. With absorption, \(\mathrm{Im}\,K=0.0235\), and since \(\delta\Psi=\sin\Psi\cos\Psi\;\delta\ln\tan\Psi\), the first-order change for 1 nm is

\[
\delta\Psi\approx0.182\times1.137^\circ\times0.0235\approx0.005^\circ .
\]

The full change is \(0.014^\circ\), so terms beyond first order already dominate it. It is still about 200 times smaller than the change of \(\Delta\): for such thin films the thickness information is almost entirely in \(\Delta\).

### Dependence on the angle and the indices

The first-order slope at other angles, for the same indices, is as follows.

| \(\varphi\) (deg) | \(d\Delta/dd\) (deg/nm) |
|---:|---:|
| 50 | −0.58 |
| 60 | −1.08 |
| 65 | −1.61 |
| 70 | −2.95 |
| 73 | −6.07 |

From \(60^\circ\) to \(70^\circ\) the factor \(\cos\varphi\sin^2\varphi\) falls from 0.375 to 0.302, while \(\mathrm{Re}\,D\) falls from 3.05 to 0.90. The second change wins and the slope grows by a factor of 2.7. "A few degrees per nanometre" is therefore a statement about angles near \(70^\circ\), not about ellipsometry at any angle. Without absorption, the slope grows without limit as the angle approaches \(75.62^\circ\) from below, but the range of \(d\) in which the linear law holds shrinks. At \(D=0\) the bare \(r_p\) then vanishes, its phase is undefined, and the expansion of \(\ln r_p\) fails for any thickness.

Over the ranges considered here, the indices matter less than the angle. With \(n_1\) between 1.4 and 1.6 and the real part of \(N_2\) between 3.8 and 4.0, the full solution on a grid of nine index pairs gives a drop of \(\Delta\) between \(2.55^\circ\) and \(3.31^\circ\) for the first nanometre. The order of magnitude is safe, while a more precise value depends on the optical constants.

### What this means for a thickness measurement

If the instrument resolves \(0.1^\circ\) in \(\Delta\), a value chosen for illustration, the corresponding thickness step is

\[
\delta d=\frac{0.1^\circ}{2.95^\circ/\text{nm}}\approx0.034\ \text{nm}.
\]

This is a sensitivity to changes, not an accuracy of the absolute thickness. The latter depends on the slope, which varies by more than 10% either way over the index grid above and also changes with the angle. It further needs the value of \(\Delta\) for the bare surface. With the present \(\kappa\) it is \(179.20^\circ\); with \(\kappa=0\) both bare amplitudes would be real and of opposite sign, and it would be \(180^\circ\). Neglecting the absorption would thus shift the inferred thickness by \(0.80/2.95\approx0.27\) nm, eight times the resolution step, although it hardly affects the slope. Values with more digits are in the numerical output below.

## Table of computed values

```
wavelength: 633 nm; incidence angle: 70 deg
film index: 1.5
substrate index n: 3.9; kappa: 0.02
film e1: 2.25
substrate e2: 15.21 -0.156 i
cos(phi): 0.3420; sin(phi)^2: 0.8830
e2 cos^2 - sin^2: 0.8962 -0.0182 i
bare |r_p|: 0.1577; bare |r_s|: 0.8343
angle of zero r_p without absorption: 75.62 deg
prefactor 4 pi/lambda: 1.1374 deg/nm
Re A_p: 2.9086; Re A_s: 0.3119
K: 2.5966 +0.0235 i
phase slope of r_p: -3.308 deg/nm
phase slope of r_s: -0.355 deg/nm
Delta slope, first order: -2.954 deg/nm
Delta slope with kappa = 0: -2.954 deg/nm
largest relative error of first-order formulas: 2.2e-09
full solution: d (nm), Psi (deg), Delta (deg), linear Delta (deg)
   0.0   10.704   179.204   179.204
   1.0   10.718   176.254   176.251
   2.0   10.752   173.315   173.297
   5.0   10.963   164.657   164.437
  10.0   11.655   151.188   149.669
full Delta change at 1 nm: -2.951 deg
full Psi change at 1 nm: 0.0144 deg
index scan, smallest Delta drop at 1 nm: 2.55 deg
index scan, largest Delta drop at 1 nm: 3.31 deg
first-order Delta slope at other angles:
  50 deg: -0.580 deg/nm
  60 deg: -1.077 deg/nm
  65 deg: -1.606 deg/nm
  70 deg: -2.954 deg/nm
  73 deg: -6.073 deg/nm
chosen Delta resolution: 0.1 deg
thickness resolution: 0.0339 nm
```
